# Stretching the disulfide bond of HSSH: one configuration or two

## Problem

Some acid copper plating baths for filling vias and trenches use a disulfide as accelerator. Its S–S single bond is modelled here by that of a small molecule, HSSH. The S–S distance \(R\) is increased from 0.206 nm while the rest is held fixed: S–H 0.134 nm, H–S–S angle 98°, dihedral angle 90°. These are rough typical values, not an optimized geometry.

(a) To what energy does the restricted Hartree–Fock (RHF) determinant, with the bonding orbital \(\sigma\) doubly occupied, tend as \(R\to\infty\)? (b) Does adding the configuration with \(\sigma^*\) doubly occupied give two HS radicals? (c) What energy is needed to pull the molecule apart into two radicals?

The nuclei are fixed, the Hamiltonian is nonrelativistic and the orbitals are real. Formulas are in atomic units. Unless another basis is named, computed energies use the def2-SVP basis; energies of the molecule are given in eV relative to two separate HS radicals, each treated by restricted open-shell Hartree–Fock (ROHF).

## A tempting solution

By symmetry \(\sigma\) is shared equally between the two halves. At large \(R\) each HS therefore carries one of the two bonding electrons and is neutral. Two neutral HS fragments are two radicals, so the RHF curve must level off at the energy of two radicals. The RHF energy is \(-1.468\) eV at 0.206 nm and \(5.786\) eV at 1.20 nm, where the bond is surely broken. The bond energy is then

\[
5.786-(-1.468)=7.254\ \text{eV}.
\]

## Where it fails

The energy zero already is two radicals, yet the stretched molecule lies 5.8 eV above it. The faulty step is the passage from “neutral on average” to “two neutral radicals”.

Let \(a\) and \(b\) be orthonormal orbitals on the left and right fragments, interchanged by the twofold axis:

\[
\sigma=\frac{a+b}{\sqrt2},\qquad \sigma^*=\frac{a-b}{\sqrt2}.
\]

With the electron order understood (\(ab\) means \(a(1)b(2)\)), the spatial part of the bonding pair is

\[
\sigma\sigma=\tfrac12\,(aa+bb+ab+ba).
\]

Each term has probability \(1/4\). The left fragment holds 2, 1 or 0 bonding electrons with probabilities \(1/4,1/2,1/4\). The mean is 1, but the variance is \(\tfrac14(1)^2+\tfrac12(0)^2+\tfrac14(1)^2=\tfrac12\). The RHF density matrix at 1.20 nm gives 0.5000. Written in \(a\) and \(b\), half of the wave function is ionic at any separation. Once the fragments are well apart, that half is a real ion pair, HS⁺ HS⁻ or HS⁻ HS⁺.

## What the ionic half costs

Write \(E_c\) for the energy of the other, doubly occupied orbitals plus the nuclear repulsion, and \(h\) for the one-electron operator that includes the field of those orbitals. Let \(J_{aa}=(aa|aa)\) and \(J_{ab}=(aa|bb)\) be Coulomb integrals; symmetry gives \(J_{bb}=J_{aa}\). When \(a\) and \(b\) no longer overlap, \(h_{ab}\) and integrals containing the product \(ab\) vanish. Since \(\sigma^2\to\frac12(a^2+b^2)\), the determinant has energy

\[
E_1=E_c+2h_{\sigma\sigma}+(\sigma\sigma|\sigma\sigma)
\to E_c+h_{aa}+h_{bb}+\tfrac14(J_{aa}+J_{bb}+2J_{ab}).
\]

The neutral singlet pair \((ab+ba)/\sqrt2\) has energy

\[
E_{\rm cov}\to E_c+h_{aa}+h_{bb}+J_{ab}.
\]

Subtracting, with the same orbitals in both,

\[
E_1-E_{\rm cov}\to\tfrac12(J_{aa}+J_{ab})-J_{ab}=\tfrac12(J_{aa}-J_{ab}).
\]

The excess is half the cost of moving an electron from one fragment to the other, because the ionic probability is one half. With the two-configuration orbitals at 1.20 nm,

\[
\tfrac12(13.052-1.208)=5.922\ \text{eV}.
\]

## Answer to (a): the limit after relaxation

RHF may still adjust its orbitals. To find where it ends, write its energy through the spin-summed density matrix \(P(\mathbf r,\mathbf r')\). The exchange part is

\[
E_x=-\frac14\iint\frac{|P(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\]

The bonding pair contributes \(2\sigma(\mathbf r)\sigma(\mathbf r')\), which contains the piece \(a(\mathbf r)b(\mathbf r')+b(\mathbf r)a(\mathbf r')\) linking the fragments. Its square gives two terms, each integrating to \(J_{ab}\), and a cross term that vanishes without overlap. Hence

\[
E_x^{\rm between}=-\tfrac14(2J_{ab})=-\tfrac12J_{ab}\simeq-\frac1{2R}.
\]

The classical interaction of two fragments that are neutral on average falls off faster than \(1/R\). What remains is two independent fragments, each with one electron in its radical orbital, half of either spin. In this spin-averaged functional that electron has Coulomb self-energy \(\frac12J_{aa}\) and exchange \(-\frac14J_{aa}\), leaving a spurious \(\frac14J_{aa}\). In ROHF a single electron does not repel itself. Its interaction with the closed shells is the same in both cases. For given orbitals, therefore,

\[
E_{\rm half}=E_{\rm ROHF}+\tfrac14J_{aa},
\]

and after each fragment's orbitals are optimized for \(E_{\rm half}\),

\[
E_{\rm RHF}(R)\simeq 2E_{\rm half}-\frac1{2R}.
\]

With unrelaxed orbitals the limit would be \(\frac12\times13.052=6.526\) eV. A separate calculation on one half-filled HS gives 6.391 eV for the pair, so relaxation recovers 0.135 eV and cannot remove the fault. The exchange between fragments at 1.20 nm is \(-0.605\) eV, against \(-0.600\) eV from \(-1/(2R)\), and

\[
6.391-0.605=5.786\ \text{eV},
\]

the RHF value used above. The tempting solution thus contained a second slip: the curve was not yet flat. Since the tail scales as \(1/R\), it shrinks to 0.01 eV only near \(1.20\times0.600/0.01=72\) nm.

Unequal sharing does not rescue the determinant. For a pair in \(\cos\theta\,a+\sin\theta\,b\) at infinite separation, the self-repulsion with fixed orbitals is

\[
J_{aa}(\cos^4\theta+\sin^4\theta)=J_{aa}\left(1-\tfrac12\sin^22\theta\right),
\]

which is smallest at equal sharing, \(\theta=45^\circ\). The other extreme is a closed-shell ion pair. With its orbitals fully relaxed it lies at 11.140 eV, also above the half-filled limit.

## Answer to (b): two configurations

Take

\[
\Psi=c_1\,\sigma\sigma+c_2\,\sigma^*\sigma^*,\qquad c_1^2+c_2^2=1,
\]

with the other orbitals doubly occupied, the pair in a spin singlet, and all orbitals optimized together with \(c_1,c_2\). This optimization has more than one solution. The one meant here keeps the active pair on the S–S bond and is followed inward from the separated radicals. At 0.206 nm a solution that correlates one S–H bond instead lies 0.044 eV lower, but it does not describe the S–S pair. No singlet configuration of two electrons in these two orbitals has been lost. Such a singlet has a symmetric matrix of coefficients, and a rotation of the two orbitals diagonalizes it, which removes the mixed configuration \(\sigma\sigma^*+\sigma^*\sigma\).

The two configurations differ in both electrons, so one-electron operators do not couple them. The coupling is

\[
K=(\sigma\sigma^*|\sigma\sigma^*).
\]

This is twice the electrostatic self-energy of the charge distribution \(\sigma\sigma^*\), and is therefore positive. Because \(\sigma\sigma^*=\frac12(a^2-b^2)\),

\[
K=\tfrac14(J_{aa}+J_{bb}-2J_{ab})=\tfrac12(J_{aa}-J_{ab})
\]

at every \(R\). With \(E_2\) the energy of the \(\sigma^*\sigma^*\) configuration, the lower eigenvalue of the two-by-two matrix is

\[
E=\frac{E_1+E_2}2-\sqrt{\left(\frac{E_2-E_1}2\right)^2+K^2}.
\]

The first row of the eigenvalue equation, \((E_1-E)c_1+Kc_2=0\), gives

\[
\frac{c_2}{c_1}=-\frac{E_1-E}{K}<0.
\]

The sign matters. Expanding \(\Psi\) in local orbitals,

\[
\Psi=\tfrac12(c_1+c_2)(aa+bb)+\tfrac12(c_1-c_2)(ab+ba),
\]

so the ionic probability is \(2\times\frac14(c_1+c_2)^2=\frac12(c_1+c_2)^2\). Coefficients of opposite sign reduce it.

At large \(R\), \(\sigma\) and \(\sigma^*\) become degenerate, \(E_1=E_2\), and the eigenvalue is \(E=E_1-K\). This removes precisely the excess \(\frac12(J_{aa}-J_{ab})\) found above. The coefficients become \(c_1=-c_2=1/\sqrt2\), and \(\Psi\to(ab+ba)/\sqrt2\): one electron on each fragment, coupled to a singlet.

It remains to see which orbitals result. At infinite separation the neutral and ionic parts no longer mix, and for any fixed local orbitals the neutral part is lower. Its energy is a sum of two ROHF energy expressions, one per fragment, and optimization brings each to its minimum. Hence

\[
E(R)\to2E_{\rm ROHF}(\text{HS}).
\]

At 1.20 nm the computed difference from this limit is \(-0.03\) meV. Only its smallness is significant: the energy surface is very flat there, and tighter optimization moves the figure to about \(-0.2\) meV. The answer to (b) is yes, with “two radicals” meaning two ROHF radicals in the same basis, not the true energy of HS.

## Between bond and radicals

At 0.206 nm the matrix elements are \(E_1=-1.464\), \(E_2=25.467\) and \(K=3.220\) eV. Then

\[
E=12.002-\sqrt{13.466^2+3.220^2}=12.002-13.845\approx-1.844\ \text{eV},
\]

where the last digit follows the unrounded value. The last digits of \(E_2\) and \(K\) depend on how tightly the orbitals are optimized: tighter thresholds give 25.486 and 3.221 eV, while \(E\) stays at \(-1.844\) eV. The large gap keeps the mixing small: \(c_2=-0.117\), and \(\sigma^*\) holds \(2c_2^2=0.027\) electrons.

At 0.320 nm, \(E_1=1.914\), \(E_2=6.757\) and \(K=4.015\) eV, so

\[
E=4.336-\sqrt{2.422^2+4.015^2}=4.336-4.689=-0.353\ \text{eV}.
\]

Here \(\sigma^*\) already holds 0.48 electrons, and the coupling exceeds half the gap. RHF gives \(+1.751\) eV at the same distance, an error of 2.10 eV relative to the two-configuration energy. At 0.206 nm that error is 0.376 eV. Between 0.250 and 0.320 nm the RHF curve rises through the energy of two radicals, while the two-configuration curve is still below it at both distances.

The ionic probability falls from 0.384 at 0.206 nm to 0.072 at 0.320 nm and 0.003 at 0.420 nm. At short distances this division refers to the orthogonalized orbitals \(a\) and \(b\), which spread onto both fragments; it becomes a statement about real ions when the fragments separate.

## Answer to (c): the energy to separate

The two-configuration function treats both ends consistently:

\[
D=0-(-1.844)=1.844\ \text{eV}\quad(178\ \text{kJ/mol}).
\]

This replaces 7.254 eV. It is measured from 0.206 nm, which is not the minimum of the two-configuration curve; along this rigid stretch the minimum lies near 0.213 nm and is about 1.88 eV deep. Subtracting the RHF molecule from two ROHF radicals gives 1.468 eV. That avoids the false limit, but omits the 0.376 eV by which the second configuration stabilizes the bonded molecule.

The value 1.844 eV is still not a prediction for a real disulfide. It is not converged in the basis: in def2-TZVP it becomes about 2.12 eV, the RHF value 1.468 eV becomes 1.75 eV and the RHF limit 6.391 eV becomes 6.26 eV, while the 0.376 eV gained from the second configuration hardly changes. About 0.06 eV of the def2-SVP value is basis-set superposition error. The function also correlates only one electron pair in two orbitals and leaves out most dynamic correlation. Second-order perturbation theory (MP2), with frozen cores and an unrestricted Hartree–Fock reference for the radicals, gives 2.412 eV in the same basis, and 2.818 eV when d and f functions are added to sulfur. MP2 is itself approximate and the larger basis is not complete, so these shifts of 0.57 and 0.41 eV show the rough size of the omissions, not a final value. Coupled-cluster CCSD(T) in def2-SVP gives 2.31 eV, a correlation shift of about 0.47 eV instead of 0.57 eV. Zero-point motion and spin–orbit coupling are also left out.

## The plating bath

In the bath, the hydrogen atoms of HSSH are replaced by longer chains, and the molecule meets water and a copper surface that can supply electrons. Even the two-configuration value is about 72 times the thermal energy at 298 K, 0.0257 eV, so within this model heat alone is a poor way to break the bond. An added electron changes the products to HS and HS⁻. The electron affinity of HS, computed as 2.19 eV with MP2 in the def2-SVPD basis, which includes diffuse functions, lowers the energy of the products by that amount relative to two radicals and a free electron. A Born estimate with a chosen ion radius of 0.20 nm and permittivity 78 lowers it by roughly a further 3.6 eV through hydration of HS⁻. Against these gains stands the cost of taking the electron from the metal, which depends on the electrode potential; bonding of sulfur to copper is a further term not computed here. The electron affinity and the estimated hydration energy are each of the same size as the computed bond energies, so such terms cannot be neglected. In a strongly acid bath, moreover, HS⁻ or a thiolate would be almost wholly protonated (the pKa of H₂S is about 7), so the free hydrated anion is not the final product there. The stretching curve describes homolytic cleavage of an isolated molecule and should not be read as an activation barrier at the electrode. The numerical output below lists the computed values.

## Calculated quantities

```
basis def2-svp; S-H 0.134 nm; H-S-S 98 deg; dihedral 90 deg
two HS radicals, ROHF: -795.911826 hartree
energies below are relative to these two radicals
RHF limit, two half-filled HS: 6.3912 eV
closed-shell ions HS+ and HS-, far apart: 11.140 eV
RHF energies at R = 0.206, 0.250, 0.320, 0.420, 1.200 nm:
  -1.468, -0.572, 1.751, 3.922, 5.786 eV
two-configuration results, from far to near:
R (nm) | energy (eV) | n(sigma) | n(sigma*) | ionic probability
1.200 | -0.000 | 1.0000 | 1.0000 | 0.0000
0.420 | -0.032 | 1.1115 | 0.8885 | 0.0031
0.320 | -0.353 | 1.5165 | 0.4835 | 0.0719
0.250 | -1.403 | 1.8762 | 0.1238 | 0.2590
0.206 | -1.844 | 1.9726 | 0.0274 | 0.3837
R (nm) | E1 (eV) | E2 (eV) | K (eV) | c1 | c2
0.206 | -1.464 | 25.467 | 3.220 | 0.9931 | -0.1171
0.320 | 1.914 | 6.757 | 4.015 | 0.8708 | -0.4917
1.200 | 5.922 | 5.922 | 5.922 | 0.7071 | -0.7071
S p-axial share of sigma at 0.206 nm: 0.963
at 1.20 nm:
  Jaa: 13.052 eV
  Jab: 1.208 eV
  RHF number variance on one fragment: 0.5000
  RHF exchange between fragments: -0.6050 eV
  point-charge value -1/(2R): -0.6000 eV
  RHF without that exchange: 6.3914 eV
  orbital relaxation E1 - E_RHF: 0.135 eV
  two-config minus two radicals: -0.030 meV
bond energy from 0.206 nm to two radicals:
  RHF molecule, ROHF radicals: 1.468 eV
  two-config: 1.844 eV
  MP2, def2-svp: 2.412 eV
  MP2 minus two-config: 0.568 eV
  MP2 with extra d (1.5) and f (0.55) on S: 2.818 eV
  MP2 change from extra functions: 0.405 eV
HS electron affinity, MP2/def2-svpd: 2.189 eV
Born inputs: radius 0.20 nm, permittivity 78
Born hydration lowering of HS-: 3.55 eV
thermal energy at 298 K: 0.0257 eV
```
